# Why Debye's dipole equation has a pole and Onsager's does not, part 2

A liquid has \(N\) polar molecules per unit volume at temperature \(T\). Why does Debye's equation for its relative permittivity \(\varepsilon\) have a pole, while Onsager's, for rigid dipoles \((\varepsilon-1)(2\varepsilon+1)/(9\varepsilon)=y\), has none? Here \(y=N\mu^2/(9\varepsilon_0kT)\), \(k\) is the Boltzmann constant, and units are SI.

Each molecule has permanent dipole \(\boldsymbol\mu\), polarizability \(\alpha\) and total dipole \(\mathbf m=\boldsymbol\mu+\alpha\mathbf F\) in the field \(\mathbf F\) acting on it. It is centred in an empty sphere of radius \(a\) in a linear, local continuum. The field far away is \(\mathbf E\), and \(\mathbf P=N\langle\mathbf m\rangle=\varepsilon_0(\varepsilon-1)\mathbf E\). For \(\mu=0\), \(\varepsilon=\varepsilon_\infty\).

\[\frac{1}{4\pi\varepsilon_0a^3} = \frac{N}{3\varepsilon_0}. \tag{1}\]
\[A = \frac{N\alpha}{3\varepsilon_0} = \frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}, \qquad 1-A = \frac{3}{\varepsilon_\infty+2}, \tag{2}\]

Outside, the potential is \((-Er+B/r^2)\cos\theta\). With \(p=m/(4\pi\varepsilon_0)\),

\[\frac{B}{a^3} = E - F + \frac{p}{a^3}. \tag{3}\]
\[\mathbf F = \mathbf G + f\,\mathbf m, \qquad \mathbf G = \frac{3\varepsilon}{2\varepsilon+1}\mathbf E, \qquad f = \frac{2(\varepsilon-1)}{2\varepsilon+1}\,\frac{1}{4\pi\varepsilon_0a^3}. \tag{4}\]

\(\mathbf G\) is the cavity field, \(f\mathbf m\) the reaction field (\(\mathbf R=f\boldsymbol\mu\) for a lone rigid dipole). The mean field is the Lorentz field:

\[\langle\mathbf F\rangle = \frac{\varepsilon+2}{3}\mathbf E = \mathbf E + \frac{\mathbf P}{3\varepsilon_0} \equiv \mathbf E_L , \tag{5}\]

Only the directing field \(\mathbf E_d\) exerts torque:

\[\mathbf F = \mathbf E_d + \frac{f\boldsymbol\mu}{1-f\alpha}, \qquad \mathbf E_d = \frac{\mathbf G}{1-f\alpha}. \tag{6}\]
\[1-f\alpha = \frac{3(2\varepsilon+\varepsilon_\infty)}{(2\varepsilon+1)(\varepsilon_\infty+2)}, \qquad \frac{E_d}{E} = \frac{3\varepsilon}{2\varepsilon+1}\cdot\frac{(2\varepsilon+1)(\varepsilon_\infty+2)}{3(2\varepsilon+\varepsilon_\infty)} = \frac{\varepsilon(\varepsilon_\infty+2)}{2\varepsilon+\varepsilon_\infty}. \tag{8}\]

For \(\boldsymbol\mu\) at angle \(\theta\) to an orienting field \(F_o\), \(\langle\cos\theta\rangle=L(x)=\coth{x}-1/x\approx{x/3}\) for small \(x=\mu F_o/(kT)\). Debye takes \(F_o=E_L\), with loop gain \(A+y\):

\[\frac{\varepsilon-1}{\varepsilon+2} = A + y, \qquad \varepsilon = \frac{1+2(A+y)}{1-(A+y)}. \tag{9}\]
\[T_c = \frac{N\mu^2(\varepsilon_\infty+2)}{27\,\varepsilon_0k}, \qquad y = (1-A)\frac{T_c}{T}. \tag{10}\]
\[\varepsilon+2 = (\varepsilon_\infty+2)\,\frac{T}{T-T_c}, \tag{11}\]

Below \(T_c\), at \(E=0\), it predicts spontaneous polarization:

\[P = \frac{N\mu L(x)}{1-A}, \qquad x = \frac{\mu P}{3\varepsilon_0kT} = \frac{3y}{1-A}L(x) = 3\,\frac{T_c}{T}\,L(x). \tag{12}\]

The spurious self-interaction is the last term of

\[\mathbf E_L = \mathbf E_d + \frac{f\langle\boldsymbol\mu\rangle}{1-f\alpha}. \tag{13}\]

### Onsager's equation and the absence of a pole

From \(\mathbf m = \boldsymbol\mu+\alpha\mathbf F\) and (6), \(\mathbf m = \alpha\mathbf E_d + \boldsymbol\mu[1 + f\alpha/(1-f\alpha)] = \alpha\mathbf E_d + \boldsymbol\mu/(1-f\alpha)\). The reaction field does not turn the dipole, but it does enlarge it to \(\mu/(1-f\alpha)\). With \(\langle\mu\rangle = \mu^2E_d/(3kT)\), the condition \(P = N\langle m\rangle\), divided by \(\varepsilon_0E\), is
\[
\varepsilon-1 = 3A\,\frac{E_d}{E} + \frac{3y}{1-f\alpha}\,\frac{E_d}{E},
\]
using \(N\alpha/\varepsilon_0 = 3A\) and \(N\mu^2/(3\varepsilon_0kT) = 3y\). By (2) and (8) the first term on the right is \(3\varepsilon(\varepsilon_\infty-1)/(2\varepsilon+\varepsilon_\infty)\). Moved to the left, it gives the numerator
\[
(\varepsilon-1)(2\varepsilon+\varepsilon_\infty) - 3\varepsilon(\varepsilon_\infty-1) = 2\varepsilon^2 - 2\varepsilon\varepsilon_\infty + \varepsilon - \varepsilon_\infty = (2\varepsilon+1)(\varepsilon-\varepsilon_\infty)
\]
over the denominator \(2\varepsilon+\varepsilon_\infty\). By (8) the second term is \(y\,\varepsilon(2\varepsilon+1)(\varepsilon_\infty+2)^2/(2\varepsilon+\varepsilon_\infty)^2\). Cancelling \((2\varepsilon+1)/(2\varepsilon+\varepsilon_\infty)\) on both sides leaves
\[
\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon\,(\varepsilon_\infty+2)^2} = y = \frac{N\mu^2}{9\varepsilon_0kT}. \tag{14}
\]
This is Onsager's equation. The enlargement of the dipole is already included, so \(\mu\) here is the isolated-molecule value; inserting a liquid-phase dipole counts the enlargement twice. For \(\mu=0\) it returns \(\varepsilon=\varepsilon_\infty\), and for \(\varepsilon_\infty=1\) it is the rigid-dipole form quoted in the question.

Expanding, the left side is \((2\varepsilon - \varepsilon_\infty - \varepsilon_\infty^2/\varepsilon)/(\varepsilon_\infty+2)^2\). It vanishes at \(\varepsilon=\varepsilon_\infty\), its derivative \((2+\varepsilon_\infty^2/\varepsilon^2)/(\varepsilon_\infty+2)^2\) is positive, and it grows linearly without limit. So each finite \(y>0\) has exactly one positive solution, finite and above \(\varepsilon_\infty\). Multiplying out gives \(2\varepsilon^2 - b\varepsilon - \varepsilon_\infty^2 = 0\), whose two roots have the negative product \(-\varepsilon_\infty^2/2\), and the positive one is
\[
\varepsilon = \tfrac14\Big[b+\sqrt{b^2+8\varepsilon_\infty^2}\Big], \qquad b = \varepsilon_\infty + (\varepsilon_\infty+2)^2y. \tag{15}
\]
For large \(b\), \(\sqrt{b^2+8\varepsilon_\infty^2}\approx b+4\varepsilon_\infty^2/b\), so \(\varepsilon\approx b/2+\varepsilon_\infty^2/b\). This grows as \(1/T\), a Curie law that diverges only at \(T=0\). The feedback of the medium on the molecule has not vanished, but it enters through \(E_d/E\) and \(1/(1-f\alpha)\), which both saturate. At \(E=0\) the cavity field is zero, so \(E_d=0\) and \(\langle\boldsymbol\mu\rangle=0\).

### Why Debye's equation works at low density

Set \(\varepsilon_\infty=1\) and \(\varepsilon=1+\delta\). Debye's equation \(\delta/(3+\delta)=y\) gives \(\delta = 3y/(1-y) = 3y+3y^2+3y^3+\dots\). Onsager's becomes \(3\delta+2\delta^2 = 9y+9y\delta\). With \(\delta = c_1y+c_2y^2+c_3y^3\), first order gives \(3c_1=9\), so \(c_1=3\). Second order gives \(3c_2+2c_1^2=9c_1\), so \(c_2=3\). Third order gives \(3c_3+4c_1c_2=9c_2\), so \(c_3=-3\). The series \(1+3y+3y^2+3y^3\) and \(1+3y+3y^2-3y^3\) differ first by \(6y^3\). The source is the spurious term: for \(\alpha=0\) it is \((E_L-G)/E = 2(\varepsilon-1)^2/[3(2\varepsilon+1)]\approx2\delta^2/9\approx2y^2\), the product of two factors of order \(y\), namely \(4\pi\varepsilon_0a^3f\approx2\delta/3\approx2y\) and \(\langle\mu\rangle/(4\pi\varepsilon_0a^3E) = \delta/3\approx y\), and it enters \(\delta\) multiplied by \(3y\), giving \(6y^3\). Relative to \(\varepsilon-1\approx3y\) the difference is about \(2y^2\), which is small in a dilute gas, where \(y\ll1\). This compares the two formulas with each other and does not show that Onsager's \(y^3\) term is the correct one. Correlations between molecules, absent from both, change it: for dipolar hard spheres the mean spherical approximation gives \(+\tfrac{3}{16}y^3\), between the two values.

### The numbers for a small polar molecule

The inputs are taken as exact parameters of a model liquid of small polar molecules, and no result below is meant as a property of a real substance. They are \(\mu = 2.33\) D \(= 7.772\times10^{-30}\) C m, polarizability volume \(\alpha/(4\pi\varepsilon_0) = 2.8\times10^{-30}\) m\(^3\) (\(\alpha = 3.1154\times10^{-40}\) C m\(^2\)/V), density \(815\) kg/m\(^3\), molar mass \(0.03003\) kg/mol, and \(T=250\) K (\(kT = 3.4516\times10^{-21}\) J).

The number density is \(N = (815/0.03003)\,N_A = 1.6344\times10^{28}\) m\(^{-3}\), and \(a = [3/(4\pi N)]^{1/3} = 2.4445\times10^{-10}\) m. Then \(A = (4\pi/3)(1.6344\times10^{28})(2.8\times10^{-30}) = 0.19169\) and \(\varepsilon_\infty = (1+2\times0.19169)/(1-0.19169) = 1.7114\). The dipolar strength is \(yT = N\mu^2/(9\varepsilon_0k) = 897.32\) K, so \(y = 897.32/250 = 3.5893\), against the critical value \(1-A = 0.80831\).

Debye's theory gives \(T_c = 897.32\text{ K}\times(1.7114+2)/3 = 1110.1\) K, far above the working temperature. The loop gain is \(A+y = 0.19169+3.5893 = 3.781\), and (9) gives \(\varepsilon = (1+2\times3.781)/(1-3.781) = -3.079\), which has no meaning as a static permittivity. The ordered state follows from (12) with \(3T_c/T = 13.321\). The root is \(x=12.232\), where \(\coth x\) is 1 to the digits kept, so \(L = 1-1/12.232 = 0.91825\), and indeed \(13.321\times0.91825 = 12.232\). With \(N\mu = 0.12702\) C/m\(^2\), the spontaneous polarization is \(P = 0.12702\times0.91825/0.80831 = 0.1443\) C/m\(^2\). It exceeds \(N\mu\), the value for perfectly aligned rigid dipoles, because the field \(P/(3\varepsilon_0) = 5.43\times10^9\) V/m also induces dipoles.

Onsager's theory gives \(b = 1.7114+(1.7114+2)^2\times3.5893 = 51.15\) and \(\varepsilon = [51.153+\sqrt{51.153^2+8\times1.7114^2}]/4 = 25.634\), close to the leading estimate \(b/2 = 25.577\). At this \(\varepsilon\) the cavity factor is \(G/E = 3\times25.634/(2\times25.634+1) = 1.4713\) and the reaction factor is \(4\pi\varepsilon_0a^3f = 2\times(25.634-1)/(2\times25.634+1) = 0.9426\), that is \(f = 5.7998\times10^{38}\) V/(C m\(^2\)). Then \(f\alpha = 0.9426\times0.19169 = 0.18069\), and \(E_d/E = 1.4713/(1-0.18069) = 1.7958\), just under its bound \((1.7114+2)/2 = 1.8557\). Using \(G\) alone as the directing field would miss the step from \(1.4713\) to \(1.7958\). The dipole is enlarged to \(2.33/(1-0.18069) = 2.8438\) D.

The reaction field along \(\boldsymbol\mu\) is \(f\mu/(1-f\alpha) = 5.7998\times10^{38}\times7.772\times10^{-30}/(1-0.18069) = 5.50\times10^9\) V/m. Its mean component along \(\mathbf E\) is this size times \(\langle\cos\theta\rangle = \mu E_d/(3kT)\), so relative to \(E\) it is
\[
5.5017\times10^9\times\frac{7.772\times10^{-30}}{3\times3.4516\times10^{-21}}\times1.7958 = 7.416 .
\]
The Lorentz factor is \((25.634+2)/3 = 9.2113\), and (13) reads \(9.2113 = 1.7958+7.4155\). Most of the mean field is the part that cannot orient. The field that holds Debye's ordered state, \(5.43\times10^9\) V/m, is nearly the size of the reaction field, \(5.50\times10^9\) V/m, and this is no accident: by (12) the first is \(N\mu L/[3\varepsilon_0(1-A)]\), and by (1) the second tends to \(N\mu/[3\varepsilon_0(1-A)]\) as \(\varepsilon\to\infty\). The common limit is \(5.4325\times10^9/0.91825 = 5.92\times10^9\) V/m, and at low temperature both fields fall short of it by the same leading fraction. For the first the fraction is \(1-L\approx1/x\approx T/(3T_c)\). For the second, with \(\eta = 3/(2\varepsilon+1)\) and \(4\pi\varepsilon_0a^3f = 1-\eta\), the ratio to the limit is \((1-\eta)(1-A)/(1-A+\eta A) = 1-\eta/(1-A+\eta A)\), and \(2\varepsilon\approx(\varepsilon_\infty+2)^2y = 9T_c/[(1-A)T]\) gives \(\eta\approx(1-A)T/(3T_c)\), so the fraction is again about \(T/(3T_c)\). Here \(T/(3T_c) = 1/13.321 = 0.075\), and the actual shortfalls are \(0.082\) and \(0.070\). A field of this size does act on each molecule, but it follows that molecule's dipole instead of pointing along a common axis.

The table varies \(T\) at the same density. It displays the two formulas and does not describe any real substance over this range.

| \(T\) (K) | \(y\) | Debye \(\varepsilon\) | Onsager \(\varepsilon\) |
|---|---|---|---|
| 5000 | 0.1795 | 2.771 | 2.645 |
| 2000 | 0.4487 | 6.341 | 4.287 |
| 1500 | 0.5982 | 12.28 | 5.255 |
| 1200 | 0.7478 | 47.55 | 6.241 |
| 500 | 1.795 | −5.042 | 13.33 |
| 250 | 3.589 | −3.079 | 25.63 |
| 100 | 8.973 | −2.367 | 62.68 |

At Debye's \(T_c\) Onsager's value is \(6.6433\), with nothing to mark the temperature.

The numerical check below tests these results by routes that avoid the closed forms. It solves the radial Poisson equation by finite differences, with the dipole represented by a charged shell, and recovers the factors \(1.4713\) and \(0.9426\), the Lorentz identity (5) and the undisturbed outer field. It repeats the boundary matching, the algebra leading to (8) and (14), the derivative and the two series symbolically. It then finds \(\varepsilon\) from a self-consistent loop in which the induced dipole is iterated, the torque is integrated over angle and the Boltzmann average is done by quadrature; this gives \(25.634\) at \(250\) K and agrees with (15) at three other temperatures, including \(T_c\). A second loop that orients with the mean field reproduces (11) above \(T_c\), and at \(250\) K its residual keeps one sign at every trial \(\varepsilon\). The spontaneous polarization is obtained by direct iteration of \(P\), which decays to zero above \(T_c\) and stays finite below.

### What the result does not establish

Equation (14) states that the unpolarized state of this model has a finite linear response at every \(T>0\). The surroundings were assumed from the start to be a linear medium with no polarization of its own, so the model tests the stability of that state and cannot describe an ordered one. It does not prove that dipolar fluids never order. Nor does removing the self-term by itself guarantee that the pole disappears: the bounds on \(E_d/E\) and \(f\) also use the local medium, whose response does not depend on wavevector. For rigid dipoles rotating on a face-centred cubic lattice, where the couplings do depend on wavevector, the spherical model removes the reaction field self-consistently and still has a pole, moved from \(y=1\) to about \(y=4\). The nearest neighbours of a molecule are not a continuum, and their orientations are correlated with it by shape, hydrogen bonding and the short-range part of the dipolar interaction. The Kirkwood-Fröhlich equation accounts for this by multiplying \(y\) in (14) by a correlation factor \(g\), with \(g=1\) in Onsager's model. A continuous transition to a uniformly polarized state would appear as a divergence of \(g\), while a first-order one would jump to a finite polarization with \(g\) of the unpolarized state still finite. In either case the cause would be real correlations between different molecules and not the action of a molecule on itself.

The zero torque rests on symmetry and on equilibrium, and it can fail when either does. In a non-spherical cavity that does not turn with the dipole, \(f\) is a tensor and \(\mathbf R\) need not be parallel to \(\boldsymbol\mu\). With an anisotropic polarizability in a spherical cavity the reaction field still exerts no torque on the whole dipole, but the enlarged dipole and the directing field depend on the molecular axes. At frequencies where the medium lags behind the rotation, the reaction field trails the dipole and exerts a frictional torque. The linear, local description of the medium is also strained next to a cavity of radius \(2.4\times10^{-10}\) m, which is the size of a molecule. With no applied field, the field in the medium at the wall, on the axis of the dipole, is \(2B/a^3 = 2(p/a^3-F) = 6.7\times10^8\) V/m by (3). This is much weaker than the reaction field inside the cavity, but with the factor \(1.7958\) it gives \(\mu E_d/(kT)\approx2.7\), where \(L(x)\) is no longer close to \(x/3\). This is the largest value in the medium: the field falls as \(r^{-3}\), and at \(r=2a\), roughly the centre of a neighbour, \(x\approx2.7/8=0.34\) and \(L(x)\) is within 1% of \(x/3\). Saturation is confined to a thin layer at the wall, where a continuum has little meaning in any case. So \(25.6\) is the value for the model and not a prediction for a real liquid.

At nonzero temperature one divergence remains in Onsager's equation. As \(A\to1\), \(\varepsilon_\infty\to\infty\), and (14) gives \(\varepsilon\ge\varepsilon_\infty\). In Debye's equation the pole comes earlier, at \(A=1-y\), and the two coincide only for \(\mu=0\). In that case all molecules respond alike, the actual reaction field equals its mean and points along \(\mathbf P\), and the feedback is real within the model.

## Computed results

```
mu [D] = 2.33
mu [C m] = 7.772e-30
polarizability volume [m^3] = 2.8e-30
alpha [C m^2/V] = 3.1154e-40
density [kg/m^3] = 815
M [kg/mol] = 0.03003
T [K] = 250
kT [J] = 3.4516e-21
N [m^-3] = 1.6344e+28
a [m] = 2.4445e-10
N alpha/(3 e0) [1] = 0.19169
eps_inf [1] = 1.7114
y*T [K] = 897.32
y [1] = 3.5893
critical y = 3/(eps_inf+2) [1] = 0.80831
Debye Tc [K] = 1110.1
Debye right side A+y [1] = 3.781
Debye eps, unphysical [1] = -3.0788
3Tc/T [1] = 13.321
spontaneous x [1] = 12.232
L(x) [1] = 0.91825
spontaneous P [C/m^2] = 0.1443
N mu [C/m^2] = 0.12702
P/(3 e0) [V/m] = 5.4325e+09
b [1] = 51.153
Onsager eps [1] = 25.634
Onsager eps, numerical loop [1] = 25.634
large-y estimate b/2 [1] = 25.577
G/E [1] = 1.4713
G/E finite differences [1] = 1.4713
4 pi e0 a^3 f [1] = 0.9426
same, finite differences [1] = 0.9426
f [V/(C m^2)] = 5.7998e+38
f alpha [1] = 0.18069
E_d/E [1] = 1.7958
bound (eps_inf+2)/2 [1] = 1.8557
E_L/E [1] = 9.2113
spurious f<mu>/((1-f alpha)E) [1] = 7.4155
mu/(1-f alpha) [D] = 2.8438
f mu/(1-f alpha) [V/m] = 5.5017e+09
Onsager eps at Tc [1] = 6.6433
T [K], y, eps Debye, eps Onsager (fixed density)
5000, 0.1795, 2.771, 2.645
2000, 0.4487, 6.341, 4.287
1500, 0.5982, 12.28, 5.255
1200, 0.7478, 47.55, 6.241
500, 1.795, -5.042, 13.33
250, 3.589, -3.079, 25.63
100, 8.973, -2.367, 62.68
series eps_inf=1: Debye 1+3y+3y^2+3y^3, Onsager 1+3y+3y^2-3y^3
```
